# Fixed Displacement Stabilizes Negative-Curvature States in a One-Variable Landau Ferroelectric

## Result and conditions

Consider a uniform, uniaxial ferroelectric film with switchable polarization $P$, electric field $E$ and displacement $D$, all along the film normal. Its Landau energy density and its dielectric relation are

$$f(P)=-\tfrac12\alpha P^2+\tfrac14\beta P^4,\qquad D=\varepsilon E+P,\qquad \varepsilon=\varepsilon_0\varepsilon_b,$$

with $\alpha,\beta>0$. The background permittivity $\varepsilon$ contains the vacuum and every linear response not counted in $P$; $f$ excludes that background. Under either electrical control a stationary state obeys $E=f'(P)$. Its stability differs:

$$\text{fixed }E:\; f''(P)>0,\qquad\qquad \text{fixed }D:\; f''(P)+\frac1\varepsilon>0 .$$

Fixing $D$ therefore stabilizes the states with

$$-\frac1\varepsilon<f''(P)<0,$$

which are unstable at fixed $E$. The whole negative-curvature branch is stabilized if $\alpha<1/\varepsilon$; if $\alpha>1/\varepsilon$, its middle part stays unstable.

The statement concerns one variable, a polarization uniform over the film. A wide metal plate with fixed total charge fixes the average of $D$, not its local value, and the film can then lower its energy by forming domains. That case is treated below, because it limits where the result may be applied to a memory cell.

## The Landau landscape

The derivatives of $f$ are

$$f'=-\alpha P+\beta P^3,\qquad f''=-\alpha+3\beta P^2 .$$

At $E=0$ the nonzero stationary states satisfy $\beta P^2=\alpha$, so $P=\pm P_0$ with $P_0=\sqrt{\alpha/\beta}$. There $f''=2\alpha>0$. The curvature vanishes at the spinodal points $\pm P_s$, where $3\beta P_s^2=\alpha$ and hence $P_s=P_0/\sqrt3$. The branch in question is $|P|<P_s$.

At $P=P_s$ the field is

$$f'(P_s)=P_s(-\alpha+\beta P_s^2)=\frac{P_0}{\sqrt3}\left(-\alpha+\frac\alpha3\right)=-\frac{2\alpha P_0}{3\sqrt3}\equiv-E_c .$$

The intrinsic coercive field $E_c$ is the field at which a uniform state loses stability at fixed $E$. Inverting these relations gives the model parameters from $P_0$ and $E_c$:

$$\alpha=\frac{3\sqrt3\,E_c}{2P_0},\qquad \beta=\frac{\alpha}{P_0^2}.$$

## Energy at fixed displacement

Let the film have area $A$ and thickness $d$, between metal electrodes carrying free charge $\pm AD$. Moving charge $A\,dD$ across the voltage $Ed$ costs work $AdE\,dD$, or $E\,dD$ per volume. Hold $P$ fixed and start at $D=P$, where $E=0$ and the energy density is $f(P)$. Charging to $D$ adds

$$\int_P^D\frac{D'-P}{\varepsilon}\,dD'=\frac{(D-P)^2}{2\varepsilon},$$

so the stored energy density is

$$u(P,D)=f(P)+\frac{(D-P)^2}{2\varepsilon}.$$

If no charge flows, the source does no work, and $u$ is the energy to minimize over $P$. Its first derivative is

$$\left.\frac{\partial u}{\partial P}\right|_D=f'(P)-\frac{D-P}{\varepsilon}=f'(P)-E .$$

The stationary condition is $f'(P)=E$. Differentiating once more at constant $D$ gives

$$\left.\frac{\partial^2u}{\partial P^2}\right|_D=f''(P)+\frac1\varepsilon .$$

The added term is an electrostatic restoring force. If $P$ rises by $\delta P$ while $D$ is held, the field must change by $-\delta P/\varepsilon$, which opposes the rise.

A strictly positive second derivative makes the state a local minimum, and a negative one a maximum. In the marginal case $f''=-1/\varepsilon$ with $P\ne0$, the third derivative $6\beta P$ is nonzero, so the state is not a minimum.

## Energy at fixed field

A voltage source that holds $E$ does work $ED$ per volume, up to a constant. The quantity to minimize is now $u(P,D)-ED$, with both $P$ and $D$ free. Its second-derivative matrix in $(P,D)$ is

$$H=\begin{pmatrix} f''+1/\varepsilon & -1/\varepsilon\\ -1/\varepsilon & 1/\varepsilon\end{pmatrix},\qquad
\det H=\frac{f''}{\varepsilon}+\frac1{\varepsilon^2}-\frac1{\varepsilon^2}=\frac{f''}\varepsilon .$$

The lower right entry is positive, so $H$ is positive definite if and only if $f''>0$. On the negative branch the determinant is negative, and $H$ has one negative eigenvalue. Fixing $D$ permits displacements along the $P$ axis alone, and the energy rises along that axis when the upper left entry is positive. The constraint removes the unstable direction without altering the landscape.

Eliminating $D$ gives the same answer. Minimization over $D$ yields $D=P+\varepsilon E$, and substitution gives

$$f+\frac{\varepsilon E^2}{2}-E(P+\varepsilon E)=f(P)-EP-\frac{\varepsilon E^2}{2},$$

whose curvature in $P$ at fixed $E$ is $f''$.

## Relaxation and differential response

Assume overdamped dynamics, in which $\rho\,dP/dt$ equals minus the $P$ derivative of the relevant energy, with $\rho>0$. For a small deviation $\delta P$ from a stationary state,

$$\rho\,\dot{\delta P}=-f''\,\delta P\;\;(\text{fixed }E),\qquad
\rho\,\dot{\delta P}=-\left(f''+\frac1\varepsilon\right)\delta P\;\;(\text{fixed }D).$$

In the stabilized window the first deviation grows and the second decays.

The slope of the equilibrium curve follows from $dE=f''dP$ and $dD=\varepsilon\,dE+dP=(1+\varepsilon f'')dP$:

$$\frac{dE}{dD}=\frac{f''}{1+\varepsilon f''},\qquad \frac{dD}{dE}=\varepsilon+\frac1{f''}.$$

In the window the numerator is negative and the denominator positive, so the differential permittivity is negative. If $f''<-1/\varepsilon$, both are negative and the slope is positive again, yet the state is unstable under both controls. A positive slope is therefore not a sufficient test of stability.

If $\alpha<1/\varepsilon$, then $f''+1/\varepsilon\ge1/\varepsilon-\alpha>0$ for every $P$. The energy $u$ is strictly convex in $P$, and each $D$ has one equilibrium, which is the global minimum within this model. That state solves

$$\beta P^3+\left(\frac1\varepsilon-\alpha\right)P=\frac D\varepsilon .$$

## Worked state in a tunnel film

Take a 4 nm film with rough values for hafnium-zirconium oxide: $P_0=20$ uC/cm2, $E_c=1.5$ MV/cm, $\varepsilon_b=20$. In SI units $P_0=0.20$ C/m² and $E_c=1.5\times10^8$ V/m, so

$$\alpha=\frac{3\sqrt3\,(1.5\times10^8)}{2(0.20)}=1.949\times10^9\ \text{m/F},\qquad \frac1\varepsilon=5.647\times10^9\ \text{m/F}.$$

Their ratio is $\alpha\varepsilon=0.345<1$: fixed $D$ stabilizes the whole branch.

Hold $D=5$ uC/cm2. With $\beta=4.871\times10^{10}$ m⁵/(F C²), the cubic gives $P=7.15$ uC/cm2, inside the spinodal value 11.5 uC/cm2. The field is

$$E=\frac{D-P}{\varepsilon}=(0.05000-0.07152)(5.647\times10^9)\approx-1.22\times10^8\ \text{V/m},$$

or $-1.22$ MV/cm, and the film voltage is $-0.49$ V. The field opposes $D$ because $P$ exceeds the free charge density. The curvatures are

$$f''=-1.949\times10^9+3\beta P^2=-1.201\times10^9\ \text{m/F},$$
$$f''+\frac1\varepsilon=+4.446\times10^9\ \text{m/F}.$$

In the time unit $\tau=\rho/\alpha$, a deviation grows at rate $1.201/1.949=0.62$ at fixed $E$ and decays at rate $4.446/1.949=2.28$ at fixed $D$. At the same fixed field, a small downward kick sends the film to $P=-22.6$ uC/cm2 and an upward kick to $+15.4$ uC/cm2. At fixed $D$ it returns to 7.15 uC/cm2. The relative differential permittivity is $-74$.

The equilibrium curve at selected displacements is:

| $D$ (uC/cm2) | $P$ (uC/cm2) | $E$ (MV/cm) |
|---:|---:|---:|
| 0 | 0 | 0 |
| 2.5 | 3.75 | −0.70 |
| 5.0 | 7.15 | −1.22 |
| 7.5 | 10.10 | −1.47 |

The branch ends at $D=8.89$ uC/cm2, where $E=-E_c$. Beyond it $f''$ is positive and fixed $E$ would suffice for stability.

## When the background is too soft

With $\alpha$ and $\beta$ held fixed, the whole branch is stable at fixed $D$ if $\varepsilon_b<1/(\varepsilon_0\alpha)=58$. Raise $\varepsilon_b$ to 100. At $P=D=0$ the fixed-$D$ curvature is then $-8.2\times10^8$ m/F, so this state is unstable although $D$ is held.

The other stationary states at $D=0$ satisfy $\beta P^2=\alpha-1/\varepsilon$, which gives $P=\pm13.0$ uC/cm2. They are stable, since the curvature there is $2(\alpha-1/\varepsilon)>0$.

Fixed $D$ still helps part of the branch. The condition $3\beta P^2>\alpha-1/\varepsilon$ means $|P|>13.0/\sqrt3=7.5$ uC/cm2, so states between 7.5 and 11.5 uC/cm2 are stabilized. They occur at negative $D$, between about $-3.6$ and $-1.7$ uC/cm2, and are only local minima: at the same $D$ the lowest state has $P$ near $-14$ to $-15$ uC/cm2. The earlier state at 7.15 uC/cm2 lies just outside this window. An implementation should check the sign of $f''+1/\varepsilon$ at the chosen state, not merely note that $D$ is constrained.

## A series dielectric as an approximate constraint

Place a linear dielectric of thickness $d_i$ and permittivity $\varepsilon_i$ in series with the film, and hold the total voltage $V$. If the interface has no free charge, both layers share the same $D$. The energy per area, including the source, is

$$\Phi=d\,f(P)+\frac{d(D-P)^2}{2\varepsilon}+\frac{d_iD^2}{2\varepsilon_i}-VD .$$

Write $a=d/\varepsilon$ and $b=d_i/\varepsilon_i$. Minimization over $D$ gives $a(D-P)+bD=V$, so $dD/dP=a/(a+b)$. The first derivative of the reduced energy is $d\,f'-a(D-P)$, and a second differentiation gives

$$\Phi''=d\,f''+a-\frac{a^2}{a+b}=d\,f''+\frac{ab}{a+b}
=d\,f''+\frac1{\varepsilon/d+\varepsilon_i/d_i}.$$

For $d_i\to0$ the last term vanishes, which recovers fixed $E$. For $d_i\to\infty$ it tends to $d/\varepsilon$, which recovers fixed $D$. On the negative branch, $\Phi''>0$ requires

$$\frac\varepsilon d+\frac{\varepsilon_i}{d_i}<\frac1{d|f''|}
\quad\Longrightarrow\quad
d_i>\frac{\varepsilon_i d}{1/|f''|-\varepsilon},$$

provided $\varepsilon|f''|<1$.

For alumina with relative permittivity 9, $\varepsilon_i=7.97\times10^{-11}$ F/m. The state at 7.15 uC/cm2 then needs

$$d_i>\frac{(7.97\times10^{-11})(4\ \text{nm})}{8.33\times10^{-10}-1.77\times10^{-10}}=0.49\ \text{nm},$$

while $P=0$, the most negative point of the branch, needs 0.95 nm.

This stabilization has a price for memory. Above 0.95 nm, $\Phi$ is convex in $P$ at every voltage, so each $V$ has one state and the bistability is gone. For uniform polarization, with these layer constants and no interface charge, a bistable cell at $V=0$ must have a thinner series layer. The rule does not cover films that switch through domains. The layer also carries a large field: $D/\varepsilon_i=0.05/(7.97\times10^{-11})\approx6.3\times10^8$ V/m, or 6.3 MV/cm, comparable with rough breakdown fields of alumina films.

## Why a wide plate can escape

Now let $P$ vary laterally but not through the thickness, between ideal electrodes with fixed total charge. The electrodes are equipotential and $P$ creates no charge inside the film, so $E$ is the same everywhere, apart from edge fields. Averaging $D=\varepsilon E+P$ over the plate gives $E=(\bar D-\bar P)/\varepsilon$. With a gradient energy of coefficient $g$, the mean energy density is

$$\bar u=\left\langle f(P)+\frac g2|\nabla P|^2\right\rangle+\frac{(\bar D-\bar P)^2}{2\varepsilon}.$$

Take variations along one side of length $L$ with zero slope at the edges, and expand about the uniform state:

$$\delta P=a_0+\sum_{n\ge1}a_n\sqrt2\cos\frac{n\pi x}{L}.$$

The cosines have zero mean, so only $a_0$ enters the electrostatic term. Their orthogonality gives

$$\delta^2\bar u=\frac12\left(f''+\frac1\varepsilon\right)a_0^2+\frac12\sum_{n\ge1}\left[f''+g\left(\frac{n\pi}{L}\right)^2\right]a_n^2 .$$

Fixed total charge stiffens the uniform mode alone. On the negative branch the $n=1$ mode is stable only if

$$L<L_c=\pi\sqrt{\frac{g}{|f''|}} .$$

With a rough $g=10^{-10}$ m³/F, the worked state has $L_c=\pi\sqrt{10^{-10}/(1.201\times10^9)}$ m $\approx0.9$ nm. This is near atomic size, where a continuum gradient energy is merely indicative. It is also smaller than the film thickness, so an isolated cell of that width would have strong edge fields that the estimate omits. The number shows that an ordinary wide plate is far outside the one-variable regime; it is not a design width. The criterion is also local. Nearer the spinodal a nonuniform profile can win below $L_c$: at $\bar D=8$ uC/cm2, where $L_c\approx1.8$ nm, one lies about 6 meV/nm³ below the uniform state already at $L=0.8L_c$.

The competing split state has $P=\pm P_0$ and $E=0$. If $x_+$ is the up-domain fraction, then $(2x_+-1)P_0=\bar D$, hence $x_+=(1+5/20)/2=0.625$. Without wall energy, its energy density is $f(P_0)=-122$ meV/nm³, against $-21$ meV/nm³ for the uniform state. A wide plate thus has a large energetic reason to split, although its total charge never changes.

## Leakage, heat and field strength

Holding $D$ also requires an insulating film. With the terminals disconnected, an internal current density $J$ changes the plate charge as $dD/dt=-J$. Current flows along $E$, and for $\alpha<1/\varepsilon$ the field is negative on the positive-$D$ part of the branch. Leakage therefore increases $D$. If $\alpha<1/\varepsilon$ and leakage is slow, $P$ follows its equilibrium, and the drift continues until $E=0$ at $D=P=P_0$. The film discharges its voltage, not its polarization.

For direct tunnelling, let $W$ be the electron energy normal to the film, measured from the emitter Fermi level. A free-electron electrode has transverse density of states $m_e/(\pi\hbar^2)$, including spin, and each normal channel carries $e\,dW/(2\pi\hbar)$. Summing occupied minus returning electrons gives the magnitude of the current density, written $J$ from here on:

$$J=\frac{em_e}{2\pi^2\hbar^3}\int dW\,e^{-2\int_0^d\kappa\,dz}\;k_BT\ln\frac{1+e^{-W/k_BT}}{1+e^{-(W+e|V_f|)/k_BT}},$$

where $V_f=Ed$ and $\kappa=\sqrt{2m(\Phi_b-e|V_f|z/d-W)}/\hbar$. The exponential is the semiclassical transmission, assumed to depend on $W$ alone.

A rough barrier $\Phi_b=2$ eV and mass $m=0.4\,m_e$ at 300 K give $J=2.5\times10^{-7}$ A/cm2. At constant current, the remaining $8.89-5.00=3.89$ uC/cm2 to the spinodal would pass in about 16 s. Following the rising field, through $dt=(1+\varepsilon f'')\,dP/J$, shortens this to about 11 s. The estimate is soft: near a mean barrier of 1.76 eV the exponent is about 34 and varies as the square root of the barrier, so a change of 0.1 eV changes the exponential by a factor of about 2.7. In the full integral $J$ changes slightly less, by a factor of about 2.5. The assumption that transmission depends on $W$ alone matters as much. If an electron keeps its transverse momentum while its mass drops to $0.4\,m_e$ in the barrier, its transverse motion costs more energy there; $J$ then falls by a factor of about 2.5, and the drift time rises to nearly 30 s. The semiclassical form also drops the prefactor from matching the wave function at the electrodes. For free-electron Fermi energies of 3 to 8 eV that prefactor raises $J$ about fourfold, and with both corrections the drift takes about 7 s. Conduction through defects would add to $J$. Finally, a continuous drift presumes many electrons on the plate. A cell of area $L_c^2\approx0.8$ nm² holds about a quarter of an electron at $D=5$ uC/cm2, and one tunnelling electron would shift $D$ by about 20 uC/cm2, past $P_0$. These times are therefore a scale for charge loss per area, not the behaviour of a cell narrow enough to stay uniform.

Thermal motion of the uniform mode in a volume $\Omega$ follows from the weight $\exp(-\Omega u/k_BT)$. Near the minimum this is Gaussian, with

$$\sigma_P=\sqrt{\frac{k_BT}{\Omega(f''+1/\varepsilon)}} .$$

For $\Omega=L_c^2d\approx3.3$ nm³, the spread is 1.7 uC/cm2, nearly a quarter of $P$. It excludes the $n=1$ lateral mode, which has no harmonic stiffness at $L=L_c$. The film field is 0.30 of a rough 4 MV/cm breakdown field, so the estimate does not point to breakdown as the first limit here; a wide film would split into domains at this field.

## Use with real tunnel junctions

Hafnium-zirconium oxide tunnel junctions use films a few nanometres thick, and the chosen polarization, permittivity and field have the right rough size. Real films are usually polycrystalline, switch through domains, and can hold trapped charge at interfaces. A measured coercive field then need not equal the intrinsic $E_c$. If the intrinsic value were twice as large with $P_0$ and $\varepsilon_b$ unchanged, $\alpha\varepsilon$ would rise to 0.69 and the series layer needed at $P=0$ from 0.95 to about 4 nm. At three times the value, $\alpha\varepsilon$ would exceed one, and no series layer could stabilize $P=0$. Interface charge breaks the assumption of a common $D$ and requires its own variable in $\Phi$.

For implementation, solve the cubic at the imposed $D$, evaluate $f''+1/\varepsilon$, and then test the lateral modes and the leakage time separately. The first two steps establish stability in one variable; the others test two ways in which that description can fail. Passing them is necessary but not sufficient: mobile interface charge, for example, can destabilize even a narrow film that does not leak. The numerical output below gives the main values used here.

## Numbers as computed

```
P0 = 20.0 uC/cm2
coercive field Ec = 1.50 MV/cm
background eps_b = 20 (relative)
film thickness = 4.0 nm
temperature = 300 K
alpha = 1.9486e+09 m/F
beta = 4.8714e+10 m5/(F C2)
1/eps = 5.6470e+09 m/F
alpha*eps = 0.3451 (pure number)
spinodal P = 11.547 uC/cm2
spinodal D = 8.891 uC/cm2
held D = 5.00 uC/cm2
P at held D = 7.1523 uC/cm2
E at held D = -1.2154 MV/cm
film voltage E*d = -0.4862 V
curvature at fixed E = -1.2010e+09 m/F
curvature at fixed D = 4.4461e+09 m/F
growth rate, fixed E = 0.6163 per tau
decay rate, fixed D = 2.2818 per tau
dD/dE /eps0 = -74.04 (relative)
fixed E, lower end state = -22.593 uC/cm2
fixed E, upper end state = 15.440 uC/cm2
D 0.0, P 0.000 uC/cm2; E 0.000 MV/cm
D 2.5, P 3.748 uC/cm2; E -0.705 MV/cm
D 5.0, P 7.152 uC/cm2; E -1.215 MV/cm
D 7.5, P 10.096 uC/cm2; E -1.466 MV/cm
largest eps_b for whole branch = 57.96
eps_b = 100: curvature at P=0, D=0 = -8.191e+08 m/F
eps_b = 100: stable P at D=0 = +-12.97 uC/cm2
series layer eps_i = 9 (relative)
least series layer, this state = 0.486 nm
least series layer, P=0 = 0.948 nm
gradient coefficient = 1.0e-10 m3/F
critical lateral width = 0.906 nm
energy, uniform state = -20.95 meV/nm3
energy, split state = -121.62 meV/nm3
up-domain fraction = 0.625
tunnel barrier = 2.0 eV
tunnelling mass = 0.4 free masses
tunnel current = 2.46e-07 A/cm2
drift time to spinodal = 1.1e+01 s
thermal spread of P = 1.68 uC/cm2
rough breakdown field = 4.0 MV/cm
|E| / breakdown field = 0.30
```
